# Grid, edge and elimination settings for an atom-conserving terrace diffusion solver

A step-flow calculation can lose atoms, or can account for every atom and still send some to the wrong place. Both faults come from settings that look harmless. In the example below, a terrace divided into 20 000 cells and solved with an ordinary assembled matrix leaves a fraction $1.0\times10^{-8}$ of the deposited atoms unaccounted for, although its equations conserve atoms identically. In a second case, a simplified edge condition balances the atoms to $3\times10^{-15}$ while the flux into one step is wrong by 0.6 %.

Three settings matter: the treatment of the terrace edges, the elimination method and the number of cells. The atom balance tests conservation. Accuracy needs a separate test.

## The model behind the settings

A staircase of straight steps descends toward $+x$. One terrace occupies $0<x<L$. At $x=0$ it meets the ascending step, whose edge takes up adatoms from below with rate constant $k_a$. At $x=L$ it ends at the descending step, with rate constant $k_d$. If attachment is otherwise alike at the two edges, an extra barrier to descending makes $k_d<k_a$. Both constants are velocities.

Let $n(x)$ be the number of adatoms per area, $F$ the deposition flux, $D$ the diffusion coefficient, $\tau$ the mean time before desorption and $n_{eq}$ the density in equilibrium with a step. In steady state

$$Dn''-\frac{n}{\tau}+F=0 .$$

The diffusion flux toward $+x$ is $-Dn'$. Atoms entering the left edge move toward $-x$, so the two incorporation fluxes, counted positive into the crystal, are

$$J_a=Dn'(0)=k_a[n(0)-n_{eq}],\qquad J_d=-Dn'(L)=k_d[n(L)-n_{eq}].$$

The model assumes that adatoms do not cross a step without attaching, that no islands form, and that the steps move slowly enough to be held fixed while the profile settles. The last two assumptions are given numbers below.

Near equilibrium, $n-n_{eq}$ is a small difference of large numbers. It is therefore better to solve for the excess $u=n-n_{eq}$. Since $n/\tau=n_{eq}/\tau+u/\tau$,

$$Du''-\frac{u}{\tau}+G=0,\qquad G=F-\frac{n_{eq}}{\tau}.$$

The edge fluxes become $k_au(0)$ and $k_du(L)$. Positive $G$ means growth, negative $G$ means net sublimation.

## Setting 1: the edge treatment

Divide the terrace into $N$ cells of widths $h_i$, with $u_i$ at the centre of cell $i$. The centres of neighbours are $(h_i+h_{i+1})/2$ apart, so the flux from cell $i$ to cell $i+1$ is

$$g_i(u_i-u_{i+1}),\qquad g_i=\frac{2D}{h_i+h_{i+1}} .$$

Between the first centre and the step lies half a cell. The same flux crosses it and then attaches:

$$J_a=\frac{2D}{h_1}(u_1-u_{edge})=k_au_{edge}.$$

Hence $u_{edge}=J_a/k_a$ and $u_1-u_{edge}=J_ah_1/2D$. Adding these gives $u_1=J_a(1/k_a+h_1/2D)$, or

$$J_a=e_au_1,\qquad e_a=\frac{k_a}{1+k_ah_1/2D}.$$

The other edge has $e_d=k_d/(1+k_dh_N/2D)$ and $J_d=e_du_N$. Attachment and half-cell diffusion act as resistances in series.

In an interior cell, outflow plus desorption of the excess equals the net source:

$$g_i(u_i-u_{i+1})+g_{i-1}(u_i-u_{i-1})+\frac{h_i}{\tau}u_i=h_iG .$$

In the first and last cells, the missing neighbour is replaced by $e_au_1$ or $e_du_N$. Now add all the cell equations. Each interior flux appears twice with opposite signs and cancels, leaving $J_a+J_d+\sum_i h_iu_i/\tau=GL$. Adding $n_{eq}L/\tau$ to both sides gives

$$FL=\sum_i\frac{h_in_i}{\tau}+J_a+J_d .$$

This is an identity of the discrete equations for any cell widths, coarse or fine. For that reason it says nothing about whether the cells are small enough.

It also survives a wrong edge law. Suppose the half-cell resistance is dropped and $J_a=k_au_1$ is used. The interior fluxes still cancel, so the balance still holds. But the total resistance at each edge is now too small by $h/2D$, which in general gives a flux error of first order in $h$. Equal edges without desorption on equal cells are an exception, because symmetry fixes their shares. If the first and last cells differ in width, the first-order error returns. The guidance is to keep the half-cell term and to obtain the edge density from the flux, $n(0)=n_{eq}+J_a/k_a$, rather than from the first cell.

A scheme that places unknowns on the edges can fail the other way. Take equal spacing $h$, three-point equations at interior nodes, second-order one-sided derivatives at the edges and trapezoidal desorption. Summing the interior equations leaves, at the left edge, the defect

$$D\frac{u_1-u_0}{h}+\frac h2\left(G-\frac{u_0}{\tau}\right)-D\frac{-3u_0+4u_1-u_2}{2h}.$$

The node values are expanded about the edge. The first term is $D(u'+hu''/2+h^2u'''/6)$. The second is $-Dhu''/2$, by the differential equation. The third is $-D(u'-h^2u'''/3)$. Their sum is $Dh^2u'''(0)/2$ to leading order, and the right edge gives $-Dh^2u'''(L)/2$. Differentiating the equation for $u$ gives $Du'''=u'/\tau$, so with $\lambda=\sqrt{D\tau}$ the total defect is

$$\frac{h^2}{2\lambda^2}(J_a+J_d).$$

This scheme converges, but when adatoms desorb, its books generally close only as the grid is refined.

## Setting 2: the elimination method

An assembled matrix has the diagonal entry $g_{i-1}+g_i+h_i/\tau$ in an interior cell. On a fine grid the first two terms are huge and the last is tiny, so part of the desorption is rounded away or invented. One cure is never to add them in that form.

Write the first cell equation as

$$(a_1+g_1)u_1-g_1u_2=b_1,\qquad a_1=\frac{h_1}{\tau}+e_a,\quad b_1=h_1G .$$

Here $a_1$ is the leak of the cell and $b_1$ its source. Solving for $u_1$ gives the flux into cell 2:

$$g_1(u_1-u_2)=g_1\frac{b_1+g_1u_2-(a_1+g_1)u_2}{a_1+g_1}=s_1b_1-s_1a_1u_2,\qquad s_1=\frac{g_1}{a_1+g_1}.$$

Cell 2 thus receives an extra source $s_1b_1$ and an extra leak $s_1a_1$. Repeating this gives the forward sweep

$$a_{i+1}=\frac{h_{i+1}}{\tau}+s_ia_i,\qquad b_{i+1}=h_{i+1}G+s_ib_i,\qquad s_i=\frac{g_i}{a_i+g_i},$$

with $e_d$ added to the last leak. Then $u_N=b_N/a_N$, and the backward sweep is

$$u_i=\frac{b_i+g_iu_{i+1}}{a_i+g_i}.$$

All leaks and conductances are positive, and all sources have the sign of $G$. The sweeps contain no subtraction. A sum of terms of one sign does not magnify their relative errors, and products and quotients add small ones. Rounding can accumulate with the number of operations, but it is not multiplied by the large ratio of $g_i$ to $h_i/\tau$. If every $u_i$ has a small relative error, so has the sum of the excess losses, $J_a+J_d+\sum_i h_iu_i/\tau$, whose terms all have the sign of $G$. The one subtraction, in $G$, is made beforehand and has an error small relative to $F$ or $n_{eq}/\tau$.

This balance was tested on 300 random terraces of 1 to 299 unequal cells, with both growth and sublimation. The defect was taken relative to the larger of $FL$ and $n_{eq}L/\tau$, and required to stay below $4(N+4)\epsilon$, where $\epsilon=2.2\times10^{-16}$ is the spacing of double-precision numbers at one. The largest defect was $2.3\times10^{-15}$. The threshold is a practical one, not a proven bound.

## Setting 3: the number of cells

Accuracy needs a reference that does not use cells. The general solution can be written

$$u=G\tau\left[1-A\cosh\frac x\lambda-B\sinh\frac x\lambda\right].$$

Define $\alpha=k_a\lambda/D$, $\beta=k_d\lambda/D$, $S=\sinh(L/\lambda)$ and $C=\cosh(L/\lambda)$. The left condition $Du'(0)=k_au(0)$ reads $-B=\alpha(1-A)$, so $B=\alpha(A-1)$. The right condition reads

$$AS+BC=\beta(1-AC-BS).$$

Inserting $B$ and collecting the terms in $A$ gives

$$A\Delta=\beta+\alpha C+\alpha\beta S,\qquad \Delta=(1+\alpha\beta)S+(\alpha+\beta)C .$$

Therefore $1-A=[S+\beta(C-1)]/\Delta$. Since $k_a\tau=\alpha\lambda$, the flux $J_a=k_aG\tau(1-A)$ is

$$J_a=G\lambda\alpha\frac{S+\beta(C-1)}{\Delta},\qquad J_d=G\lambda\beta\frac{S+\alpha(C-1)}{\Delta}.$$

The second follows by reflecting the terrace.

On a wide terrace, $L\gg\lambda$, both $C$ and $C-1$ approach $S$, and $\Delta$ approaches $(1+\alpha)(1+\beta)S$. Then $J_a\to G\lambda\alpha/(1+\alpha)$: the step collects as much as the net supply of a strip narrower than $\lambda$, although some of its atoms start farther away. The other step no longer affects it.

On a narrow terrace, desorption of the excess can be neglected if attachment is also fast enough that few excess atoms desorb while waiting. Then $J_a+J_d=GL$ and $Du'=J_a-Gx$. Integrating across the terrace,

$$\frac{J_d}{k_d}-\frac{J_a}{k_a}=\frac{J_aL}{D}-\frac{GL^2}{2D}.$$

Substituting $J_d=GL-J_a$ gives

$$\frac{J_a}{J_a+J_d}=\frac{1/k_d+L/2D}{R},\qquad R=\frac1{k_a}+\frac1{k_d}+\frac LD .$$

Equal cells reproduce this share for any $N$. The discrete fluxes across the interior faces are $Gih-J_a$, so

$$u_N-u_1=\frac{J_a(L-h)}{D}-\frac{G(L^2-Lh)}{2D}.$$

With $u_1=J_a(1/k_a+h/2D)$ and $u_N=J_d(1/k_d+h/2D)$, all terms in $h$ cancel. The profile is less fortunate. In the same limit the exact centre value is $u(h/2)=J_a/k_a+J_ah/2D-Gh^2/8D$, so the discrete $u_1$ is too high by $Gh^2/8D$.

The guidance follows. If only fluxes are wanted and excess desorption is negligible, a few cells suffice. Otherwise start with $h$ small beside the shorter of $\lambda$ and $L$, and halve it until the fluxes and profile stop changing at the accuracy required. A balance at rounding level is no reason to stop earlier.

Second-order convergence was tested on a terrace in dimensionless units with $L=3$, $D=\tau=F=1$, $k_a=5$, $k_d=0.7$ and $n_{eq}=0.2$. Going from 100 to 200 cells gave orders of 1.985 for the profile and 2.00 for both fluxes. At 200 cells $J_a$ was wrong by $2.5\times10^{-5}$, relative to its closed value. Without the half-cell term the error was $6.1\times10^{-3}$, with order 1.00. The nodal scheme had a balance defect of $1.39\times10^{-4}$ of the deposit at 100 intervals and $3.50\times10^{-5}$ at 200, an order of 1.99, as its $h^2$ law requires.

## A terrace worked through

Take $L=1000$ nm, $D=5\times10^7$ nm$^2$/s, $\tau=2$ s, $n_{eq}=1.5$ nm$^{-2}$, $F=1.5$ nm$^{-2}$ s$^{-1}$, $k_a=10^5$ nm/s and $k_d=2.5\times10^4$ nm/s. Then $\lambda=10\,000$ nm and $G=1.5-0.75=0.75$ nm$^{-2}$ s$^{-1}$.

Four cells can be followed by hand. With $h=250$ nm, $g=D/h=200\,000$ nm/s, $h/\tau=125$ nm/s and $hG=187.5$ nm$^{-1}$ s$^{-1}$. The edge conductances are $e_a=10^5/1.25=80\,000$ nm/s and $e_d=2.5\times10^4/1.0625=23\,529$ nm/s.

The first leak is $80\,125$ nm/s, so $s_1=200\,000/280\,125=0.71397$. The second leak is $125+0.71397\times80\,125=57\,332$ nm/s, and the second source is $187.5\times1.71397=321.37$ nm$^{-1}$ s$^{-1}$. Two more steps give a last leak of $60\,178$ nm/s and a last source of 544.92 nm$^{-1}$ s$^{-1}$. Hence $u_4=544.92/60\,178=0.009055$ nm$^{-2}$. The backward sweep gives $u_3=0.009189$, $u_2=0.008390$ and $u_1=0.006660$ nm$^{-2}$.

The fluxes are $J_a=80\,000\,u_1=532.78$ and $J_d=23\,529\,u_4=213.06$ nm$^{-1}$ s$^{-1}$. Desorption takes 754.16 in the same unit. The sum is 1500.00, equal to $FL$.

With 200 cells the budget is $754.08+532.83+213.08=1500.00$ nm$^{-1}$ s$^{-1}$ within the rounding of the printed figures. The four-cell $J_a$ was low by about one part in $10^4$. Half of the deposit desorbs, almost all of it at the equilibrium rate: $n_{eq}L/\tau=750$, and the excess adds 4.08. The ascending edge takes 0.714 of the incorporated atoms, in agreement with $(4+1)/(1+4+2)$, the narrow-terrace ratio with resistances in units of $10^{-5}$ s/nm.

On 20 000 cells the subtraction-free sweep has a balance defect of $1.5\times10^{-13}$, against $1.0\times10^{-8}$ for the assembled matrix. The latter size can be estimated. Here $h/\tau=0.025$ nm/s is added to $2D/h=2\times10^9$ nm/s, where double-precision numbers are $2.4\times10^{-7}$ apart. Half a spacing is $5\times10^{-6}$ of $h/\tau$. If all cells share this error, the desorption of the excess is wrong by $4.08\times5\times10^{-6}=2\times10^{-5}$ nm$^{-1}$ s$^{-1}$, or $1.4\times10^{-8}$ of the deposit. Half a spacing is the most that one rounding can lose, and the actual size depends on how $h/\tau$ happens to round. With 19 999 cells the defect is about $4\times10^{-9}$, and with 20 480 cells, where the interior diagonal is represented exactly, it is only about $2\times10^{-11}$. Such an error does not matter for the growth rate. It matters because it hides small conservation faults from the balance check.

## What the fixed-step model leaves out

One silicon (111) double layer holds $\rho=15.66$ atoms/nm$^2$ and is 0.314 nm high. If this layer is grown on a staircase of equal terraces, the steps advance at $v=(J_a+J_d)/\rho=47.6$ nm/s, and the film grows at $47.6\times0.314/1000$ nm/s, or 0.90 nm/min.

The steady profile is justified if it settles before the steps have moved far. A perturbation $\phi(x)e^{-rt}$ with $\phi''=-q^2\phi$ has $r=Dq^2+1/\tau$. The left edge requires $\phi=\cos qx+(k_a/Dq)\sin qx$, and the right edge then requires

$$\left(q^2-\frac{k_ak_d}{D^2}\right)\sin qL=\frac{q(k_a+k_d)}D\cos qL .$$

The smallest positive root gives a relaxation time of 11 ms. A step takes $L/v=21$ s to cross a terrace.

Slow motion still sweeps up adatoms. In the frame of steps moving toward $+x$, the flux is $-Dn'-vn$, and the steady equation is $Dn''+vn'-n/\tau+F=0$. Let motion add $j$ to $J_a$ and remove $j$ from $J_d$. The edge densities change by $j/k_a$ and $-j/k_d$, while $j=D\,\delta n'+vn_{eq}$ near equilibrium. Integrating $\delta n'$ gives

$$-\frac j{k_d}-\frac j{k_a}=(j-vn_{eq})\frac LD,\qquad j=\frac{vn_{eq}L/D}{R}.$$

Numerically, $j=47.6\times1.5\times2/7=20.4$ nm$^{-1}$ s$^{-1}$. Solving the moving-frame equation gives 20.6. Thus $J_a$ rises by 3.9 % and $J_d$ falls by 9.6 %. Refining the grid of a fixed-step solver cannot remove this model error.

Islands are a second omission. An island of radius $r$ costs $2\pi r\gamma$ in step energy and gains $\pi r^2\rho\,\delta\mu$, where $\delta\mu=k_BT\ln(1+u/n_{eq})$ for dilute adatoms. The maximum cost is at $r=\gamma/(\rho\,\delta\mu)$ and equals $\pi\gamma^2/(\rho\,\delta\mu)$. At 1400 K the largest supersaturation of the fixed-step profile is 0.61 %. A rough step energy $\gamma=0.2$ eV/nm gives a barrier of $91\,k_BT$. Taking $Dn^2$ times the Boltzmann factor as the nucleation rate per area, about $10^{-24}$ islands form on an $L\times L$ area during one step transit. At $\gamma=0.125$ eV/nm the same estimate gives about one, so the conclusion depends on the step energy. Step motion lowers the largest supersaturation to 0.58 %. This raises the barrier at $\gamma=0.2$ eV/nm to about $96\,k_BT$, lowers the count to about $10^{-26}$ and moves the step energy for one island to about 0.121 eV/nm.

## Beside real silicon

The parameters are round values meant for the rough regime of slow silicon (111) growth from an atomic beam near 1400 K. The chosen equilibrium desorption corresponds to a silicon vapour pressure of $4.2\times10^{-7}$ Torr. The attachment rates are illustrative, not established constants of silicon. Adatoms that cross a step without attaching are also left out. If crossing were very fast on a regular staircase, the densities on the two sides of a step would be equal, and the ascending edge would take $k_a/(k_a+k_d)=0.80$ of the incorporated atoms instead of 0.71. A 1000 nm terrace means a miscut of about 0.018°, so the example describes a surface cut very close to the (111) plane. Real surfaces also break the dilute-adatom assumption: the coverage here is already 0.096 of the atoms in a double layer. With one adatom site per surface cell, or 7.83 sites/nm$^2$, it fills 0.19 of the sites, so site blocking could plausibly alter rates by a fifth or more. Allowing for the filled sites in $\delta\mu$ would also lower the island barrier at $\gamma=0.2$ eV/nm from 91 to about $73\,k_BT$. Heating by direct current adds a drift. For a rough field of 5 V/cm and an effective charge of $0.1e$ it is about 20 nm/s, and scaling $j$ by $20/47.6$ gives a shift of about 9 nm$^{-1}$ s$^{-1}$ between the edges, with a sign set by the drift direction. In chemical vapour deposition, precursor reactions and adsorbed species can also change $F$, $D$ and the attachment rates; this model does not predict those changes.

The numerical output below gives the full set of values.

## Calculated quantities

```
Terrace width 1000 nm; temperature 1400 K; kT 0.1206 eV
D 5.00e+07 nm^2/s = 5.00e-07 cm^2/s; tau 2.0 s
F 1.50, neq/tau 0.750 nm^-2 s^-1
neq 1.50 nm^-2; equivalent vapour 4.23e-07 Torr
ka 1.00e+05, kd 2.50e+04 nm/s
Diffusion length 10000 nm
Layer density 15.659 nm^-2; height 0.3136 nm
4 cells: face 200000.0, edges 80000.00, 23529.41 nm/s
4 cells: h/tau 125.0 nm/s; h*G 187.50 nm^-1 s^-1
 cell 1: leak 80125.000 nm/s, source 187.5000 nm^-1 s^-1, u 0.0066597 nm^-2
 cell 2: leak 57331.604 nm/s, source 321.3688 nm^-1 s^-1, u 0.0083903 nm^-2
 cell 3: leak 44683.541 nm/s, source 437.2702 nm^-1 s^-1, u 0.0091886 nm^-2
 cell 4: leak 60177.948 nm/s, source 544.9169 nm^-1 s^-1, u 0.0090551 nm^-2
4 cells: Ja 532.7773, Jd 213.0610, desorbed 754.1617 nm^-1 s^-1
4 cells: relative balance defect 1.1e-16
200 cells: deposited 1500.0000 nm^-1 s^-1
200 cells: desorbed 754.0844 nm^-1 s^-1
200 cells: Ja 532.8349, Jd 213.0807 nm^-1 s^-1
Closed solution: Ja 532.8349, Jd 213.0807 nm^-1 s^-1
Largest relative flux error, 200 cells: 4.3e-08
Desorbed fraction 0.5027
Ascending-edge share 0.7143; thin-terrace 0.7143
Excess at edges 0.005328, 0.008523 nm^-2
Largest excess 0.009132 nm^-2 at x = 712.5 nm
Step speed 47.63 nm/s; growth rate 0.896 nm/min
Balance defect, 10 cells: network 1.5e-16, matrix 6.6e-16
Balance defect, 200 cells: network 7.6e-17, matrix 3.2e-15
Balance defect, 20000 cells: network 1.5e-13, matrix 1.0e-08
Worst defect in 300 random cases 2.3e-15
Test terrace: L=3, D=tau=F=1, ka=5, kd=0.7, neq=0.2 (no units)
Orders: profile 1.985, Ja 2.000, Jd 2.000
Errors, 200 cells: profile 1.55e-05, Ja 2.53e-05 relative
No half cell, 200 cells: Ja error 6.14e-03, order 1.003, defect 3.3e-15
Nodal scheme: defect 1.39e-04 (100), 3.50e-05 (200), order 1.988
Moving steps: Ja 553.458, Jd 192.611 nm^-1 s^-1
Moving steps: shift of Ja 20.623, estimate 20.419 nm^-1 s^-1
Moving steps: Ja changes by 3.87 %, Jd by -9.61 %
Relaxation time 11.101 ms; step transit 20.99 s
Adatom coverage 0.0958 of a layer
Largest supersaturation 0.609 %
Island barrier 10.96 eV = 90.8 kT at step energy 0.20 eV/nm
log10 of islands per L x L terrace and transit -24.1
Step energy for about one island 0.125 eV/nm
Drift at 5 V/cm, charge 0.1 e: 20.7 nm/s
```
